# Berry-phase polarization of a two-site pump with augmentation charges

**The model**

A chain has period $a$, site A at $\tau_A=0$ and site B at $\tau_B=a/2$. It holds one spinless, non-interacting electron per cell, and its ion cores are fixed. Hartree atomic units are used, so an electron has charge $-1$.

Around each site lies an augmentation region $|y|<r_c$, where $y=x-\tau_s$. With $\ell=a/2-r_c$, let $R(y)=\cos^2(\pi y/2\ell)$ for $|y|<\ell$ and zero elsewhere. The smooth and all-electron (AE) orbitals are

$$f_s=\frac{R(y)}{\sqrt{n_s}},\qquad F_s=\frac{R(y)+(1-u^2)^2(\alpha_s+\beta_su)}{\sqrt{n_s}},\qquad u=\frac{y}{r_c}.$$

The second term in $F_s$ is present only for $|u|<1$, and $n_s$ makes $\int F_s^2\,dy=1$. The orbitals do not change during the cycle.

In the AE orbitals the Hamiltonian has site energies $+\Delta$ on A and $-\Delta$ on B. The hopping is $-t_1=-(t_0+\delta)$ from A to B in the same cell and $-t_2=-(t_0-\delta)$ from B to A of the next cell. The pump is the slow cycle

$$\delta=\delta_0\cos\lambda,\qquad \Delta=\Delta_0\sin\lambda,\qquad 0\le\lambda\le2\pi .$$

The parameters are $a=8$ bohr, $r_c=1$ bohr, $t_0=0.10$, $\delta_0=0.05$ and $\Delta_0=0.10$ hartree, with $(\alpha_A,\beta_A)=(0.5,1.5)$ and $(\alpha_B,\beta_B)=(-0.5,-1.5)$.

**Part (a)**

*Question.* Each region has one projector $p_s$, one smooth partial wave $\tilde\phi_s$ and one AE partial wave $\phi_s$. These are $f_s$ and $F_s$ restricted to the region, and $\langle p_s|\tilde\phi_s\rangle=1$. Find the matrix elements of a local operator $O$ between AE states in terms of smooth states. When is the usual augmentation formula exact?

*Answer.* The PAW map adds to a smooth state $\tilde\psi$ the difference of partial waves in every region:

$$\psi=\tilde\psi+\sum_R D_R\,c_R,\qquad D_R=\phi_R-\tilde\phi_R,\qquad c_R=\langle p_R|\tilde\psi\rangle .$$

Inside region $R$ write $\tilde\psi=\tilde\phi_Rc_R+\rho_R$, where $\rho_R$ is what the single partial wave misses. The regions do not overlap and $O$ is local, so different regions do not mix. For two states 1 and 2, region $R$ adds to $\langle\tilde\psi_1|O|\tilde\psi_2\rangle$ the amount

$$c_{1}^*\langle D|O|\tilde\psi_2\rangle+\langle\tilde\psi_1|O|D\rangle c_2+c_1^*\langle D|O|D\rangle c_2 .$$

Inserting the decomposition and using $\phi=\tilde\phi+D$ gives

$$c_1^*\big[\langle\phi|O|\phi\rangle-\langle\tilde\phi|O|\tilde\phi\rangle\big]c_2+c_1^*\langle D|O|\rho_2\rangle+\langle\rho_1|O|D\rangle c_2 .$$

The bracket is the usual augmentation term. The formula is exact if $\rho_R=0$.

That holds here. The tail of $f_s$ has half-width $\ell=a/2-r_c$, so it ends where the neighbour's region begins. Inside a region the smooth state is therefore a multiple of the local $\tilde\phi_s$. It also follows that $\langle p_s|f_{s'}\rangle=\delta_{ss'}$, and the map turns $f_s$ into $F_s$. With tails reaching into neighbouring regions and too few partial waves, the last two terms would generally remain.

**Part (b)**

*Question.* Obtain the overlap between cell-periodic states at $k$ and $k+b$ from the smooth orbitals. Relate its phase to the electron's centre, and compare the result with the AE one.

*Answer.* Use the Bloch sum

$$\psi_k=\sum_ne^{ikna}\big[c_A(k)F_A(x-na)+c_B(k)F_B(x-na-a/2)\big],$$

with $c(k+2\pi/a)=c(k)$ and unit norm per cell. Since $u_k=e^{-ikx}\psi_k$,

$$\langle u_k|u_{k+b}\rangle=\langle\psi_k|e^{-ibx}|\psi_{k+b}\rangle=c^\dagger(k)M(k,b)\,c(k+b).$$

By part (a), the on-site elements are

$$M_{ss}=e^{-ib\tau_s}[m_s(b)+Q_s(b)],\qquad m_s=\int f_s^2e^{-iby}dy,$$

$$Q_s(b)=\int_{-r_c}^{r_c}(F_s^2-f_s^2)e^{-iby}\,dy .$$

The regions contribute nothing off the diagonal, because each projector sees one orbital. The product of neighbouring smooth orbitals is even about the bond centre. Its Fourier integral is thus a real $g(b)$ times the phase of that centre. A at 0 has B neighbours at $a/2$ and, in cell $n=-1$, at $-a/2$, with bond centres $\pm a/4$. B at $a/2$ has A neighbours at 0 and, in cell $n=1$, at $a$, with bond centres $a/4$ and $3a/4$. Hence

$$M_{AB}=g\,[e^{-iba/4}+e^{-i(k+b)a}e^{iba/4}],$$

$$M_{BA}=g\,[e^{-iba/4}+e^{i(k+b)a}e^{-3iba/4}]=g\,[e^{-iba/4}+e^{ika}e^{iba/4}].$$

At $b=0$ this is the overlap matrix $S(k)$ of the eigenproblem $Hc=ESc$. Its diagonal is 1, and $S_{AB}=s(1+e^{-ika})$ with $s=g(0)=0.0269$.

To connect the phase with position, form the Wannier function $w=(a/2\pi)\int\psi_k\,dk$. Since $xe^{ikx}=-i\partial_ke^{ikx}$, integration by parts over the periodic zone gives $xw=(a/2\pi)\int e^{ikx}\,i\partial_ku_k\,dk$. With $\langle\psi_k|\psi_{k'}\rangle=(2\pi/a)\delta(k-k')$ over the whole line,

$$\bar x=\langle w|x|w\rangle=\frac a{2\pi}\int A\,dk,\qquad A=i\langle u_k|\partial_ku_k\rangle .$$

For small $b$ a link is $1+b\langle u_k|\partial_ku_k\rangle=1-ibA$, whose phase is $-bA$. Therefore, in the limit $b\to0$,

$$\bar x=-\frac{a}{2\pi}\,\mathrm{Im}\ln\prod_k\langle u_k|u_{k+b}\rangle\pmod a .$$

On a finite mesh the product carries an error that falls as $b^2$ in this model. At $\lambda/2\pi=5/8$ it is $9.5\times10^{-3}$ bohr with 10 $k$ points and $5.9\times10^{-6}$ bohr with 400. The phase chosen for each $c(k)$ cancels between adjacent links. As the cores are fixed, a change along a continuous path is $\Delta P=-\Delta\bar x/a$. In one dimension this is a charge.

On each site $m_s+Q_s=\int F_s^2e^{-iby}dy$, and between sites $F_sF_{s'}=f_sf_{s'}$, because one factor vanishes inside each region. So $M$ equals the AE link matrix at every $b$, not merely as $b\to0$. $S$ and the coefficients also agree, so the two polarizations coincide throughout the cycle.

**Part (c)**

*Question.* Show that the gap stays open and that the pumped charge is an integer. Find the integer and its sign.

*Answer.* The eigenvalues of $S$ are $1\pm2s|\cos(ka/2)|>0$. The two levels at one $k$ can coincide only if $H=ES$. The diagonal gives $\Delta=E=-\Delta$, so $\Delta=E=0$. The off-diagonal element then requires $t_1+t_2e^{-ika}=0$. With $t_0>0$ this means $\delta=0$ and $ka=\pi$. The cycle never has $\delta=\Delta=0$, so the lower band remains separate. At $ka=\pi$, $S_{AB}=0$ and

$$E=\pm\sqrt{\Delta^2+4\delta^2}=\pm0.10\ \text{hartree},$$

because $2\delta_0=\Delta_0$. At general $k$, $\det(H-ES)=0$ gives $E^2=\Delta^2+4\delta^2+4(t_1+Es)(t_2+Es)\cos^2(ka/2)$. Since $t_1,t_2\ge0.05$ hartree and $E\ge-0.2134$ hartree on this cycle, both factors are positive, so $|E|$ is smallest at $ka=\pi$. The smallest gap on the cycle is therefore 0.200 hartree, as found numerically.

For small $b$ every link is close to 1 in a smooth gauge, so the phase of the product is continuous in $\lambda$. The Hamiltonian returns at $\lambda=2\pi$, and so does $\bar x$ modulo $a$. Followed continuously, $\bar x$ changes by $na$ with integer $n$, and the pumped charge is $-n$.

To find $n$, take the first row of $Hc=ESc$ for the lower band, with $z=e^{-ika}$:

$$c_B=c_A\frac{\Delta-E}{D},\qquad D=(t_1+Es)+(t_2+Es)z .$$

The lowest level cannot exceed either diagonal energy, so $\Delta-E\ge0$. In the gauge $c_A>0$ the phase $\theta$ of $c_B$ is thus $-\arg D$. Moreover,

$$(t_1+Es)^2-(t_2+Es)^2=4\delta(t_0+Es).$$

On this cycle $E\ge-0.2134$ hartree, so $t_0+Es\ge0.1000-0.2134\times0.0269=0.0943$ hartree, which is positive.

- If $\delta>0$, the first term of $D$ is the larger, and $\theta$ does not wind across the zone.
- If $\delta<0$, the term with $z$ is the larger. Then $\arg D$ winds with $-ka$, and $\theta$ winds once with $+ka$.

The winding can change only at $\delta=0$, $ka=\pi$, where $D=0$. Put $ka=\pi+\kappa$. To first order $D\simeq2\delta+i\kappa(t_0+Es)$. As $\kappa$ passes through zero, $\theta$ changes by $-\pi$ if $\delta\to0^+$ and by $+\pi$ if $\delta\to0^-$, in an interval that shrinks with $|\delta|$.

*Crossing with $\Delta>0$ ($\lambda=\pi/2$).* The state at $ka=\pi$ sits on B, so $c_A=0$ and $|c_B|=1$. The phase enters $A$ through $ic_B^*\partial_kc_B$, whose real part is $-|c_B|^2\partial_k\theta$. Terms containing $c_A$ or $S_{AB}$ vanish at this point and add nothing as the interval shrinks. The interval contributes $-(a/2\pi)(-\pi)=+a/2$ before the crossing and $-a/2$ after it. The centre $X$ computed in this gauge thus jumps by $-a$. The true centre is continuous, so afterwards it equals $X+a$.

*Crossing with $\Delta<0$ ($\lambda=3\pi/2$).* The state sits on A, so $c_B=0$ there. The change of winding carries no weight, and $X$ does not jump.

After the cycle $X$ has returned to its first value, so the true centre has moved by $+a$. Hence $n=+1$, and the pumped charge is $-1\,e=-1.602\times10^{-19}$ C.

In physical terms, the electron moves from the A–B bond to B, then to the bond between B and the next A, then to that A, and finally to the next A–B bond. A cycle that does not enclose $\delta=\Delta=0$ can be contracted to a point without closing the gap, and it pumps nothing. The numerical check confirms this for a cycle displaced by 0.08 hartree in $\delta$.

**Part (d)**

*Question.* Suppose $Q_s(b)$ is replaced by its monopole $q_s=Q_s(0)$, with the site phase kept. Find the resulting error in $\bar x$. Evaluate the centre at $\lambda=0$ and $\lambda=\pi/2$.

*Answer.* Expand

$$Q_s(b)=q_s-ib\,d_s+O(b^2),\qquad d_s=\int y\,(F_s^2-f_s^2)\,dy .$$

The monopole keeps the norm at $b=0$ but omits $-ib\sum_s|c_s|^2d_s$ from each link. Links are $1+O(b)$, so to first order this is also the omitted part of the logarithm. Summing over the zone, with $w_s$ the average of $|c_s|^2$ over $k$,

$$\bar x-\bar x_{\rm mono}=\frac{a}{2\pi}\,b\sum_k\sum_s|c_s|^2d_s=\sum_sw_sd_s .$$

The weights need not add to 1, since the norm also contains overlap terms.

Symmetry fixes $\bar x_{\rm mono}$. To first order in $b$, the monopole model has on-site moments at the sites and bond moments at the bond centres.

At $\lambda=0$, where $\Delta=0$, reflection about $a/4$ exchanges A and B and preserves these data. Therefore $\bar x_{\rm mono}=a/2-\bar x_{\rm mono}$ modulo $a$, which allows $a/4$ or $3a/4$. Reducing $t_2$ and $s$ to zero keeps both the symmetry and the gap, so the value cannot switch. The end point is an isolated A–B bond with $c_A=c_B=1/\sqrt2$, whose centre is $a/4=2$ bohr.

At $\lambda=\pi/2$, where $\delta=0$, reflection about B allows $0$ or $a/2$. Reducing the hopping and $s$ to zero leaves the electron on B, so the centre is $a/2=4$ bohr.

The augmentation dipoles are $d_A=0.1448$ and $d_B=-0.1922$ electron bohr. At $\lambda=0$, $w_A=w_B=0.4853$, and

$$\bar x=2+0.4853\,(0.1448-0.1922)=1.977\ \text{bohr}.$$

At $\lambda=\pi/2$, $w_A=0.1654$ and $w_B=0.8081$, so

$$\bar x=4+0.1654\times0.1448-0.8081\times0.1922=3.869\ \text{bohr}.$$

The polarization change over this quarter cycle is

$$\Delta P=-\frac{3.869-1.977}{8}=-0.236\,e .$$

The monopole alone gives $-(4-2)/8=-0.250\,e$. Its error is about 6% of the full change. A constant dipole shift would cancel in $\Delta P$. The error arises because the electron moves between sites with different dipoles.

**Part (e)**

*Question.* Now omit $Q_s(b)$ from the links altogether, but keep the coefficients $c$ from the correct eigenproblem. Does the pumped integer survive? Does the intermediate polarization?

*Answer.* Multiply $Q_s$ in the links by $\eta$ and lower $\eta$ from 1 to 0. At $b=0$ the links become norms, with diagonal elements $1-(1-\eta)q_s$ and the unchanged off-diagonal element $S_{AB}$. Here $q_A=0.383$ and $q_B=-0.412$ electrons. The A element stays at or above 0.617 and the B element at or above 1. The determinant is therefore at least $0.617-4s^2>0$. The norm remains positive, so for small $b$ no link vanishes. The winding of the product over the cycle is an integer that varies continuously with $\eta$, so it cannot change. The unaugmented calculation also pumps one electron.

The intermediate centre has no such protection. Take $\lambda=0$ and, as an estimate, neglect $t_2$ and $s$. The two smooth densities then have weights 0.617 on A and 1.412 on B, which gives

$$\bar x_{\rm none}\simeq\frac{1.412}{0.617+1.412}\times4=2.78\ \text{bohr}.$$

The full unaugmented calculation gives 2.767 bohr, against the correct 1.977 bohr. At $\lambda=\pi/2$ the smooth densities are even about B, and the reflection argument of part (d) gives 4 bohr. The quarter-cycle change is then $-(4-2.767)/8=-0.154\,e$ instead of $-0.236\,e$. A correct integer is therefore no evidence that the augmentation is correct.

**Part (f)**

*Question.* Propose an AE check of the intermediate centres that uses neither $k$ nor projectors, and a check of the transport itself. Interpret the results.

*Answer.* Let $\mathcal P$ project on the lower band. From part (b),

$$\mathcal Pxw=\frac a{2\pi}\int\psi_k\,A(k)\,dk .$$

A periodic change of phase can make $A(k)$ constant, and its average is $\bar x$. Then $\mathcal Pxw=\bar xw$, so the Wannier centre is an eigenvalue of the projected position operator. In a long open chain, the eigenvalues far from the ends approach those of the infinite chain. This calculation needs just AE orbitals and real-space integrals.

The centres in bohr, followed continuously, are:

| $\lambda/2\pi$ | PAW | AE chain | monopole | no $Q$ |
|---:|---:|---:|---:|---:|
| 0 | 1.977 | 1.977 | 2.000 | 2.767 |
| 1/8 | 3.024 | 3.024 | 3.126 | 3.549 |
| 1/4 | 3.869 | 3.869 | 4.000 | 4.000 |
| 3/8 | 4.772 | 4.772 | 4.874 | 4.451 |
| 1/2 | 5.977 | 5.977 | 6.000 | 5.233 |
| 3/4 | 8.085 | 8.085 | 8.000 | 8.000 |
| 1 | 9.977 | 9.977 | 10.000 | 10.767 |

The link products use 400 $k$ points and the chain has 80 cells. At the nine sampled points $\lambda/2\pi=0,1/8,\dots,1$, PAW and the AE chain differ by at most $5.9\times10^{-6}$ bohr. This is the finite-mesh error of the link product noted in part (b). All columns advance by 8 bohr over the cycle, while their paths differ.

For the transport, start with a Wannier function in the middle of the chain and solve the time-dependent Schrödinger equation through one slow cycle. In the adiabatic limit each $k$ component follows the lower band and acquires a dynamical phase $-\int E(k,t)\,dt$. This phase is periodic in $k$, so its derivative averages to zero over the zone. The packet spreads, but its mean position follows $\bar x(\lambda)$. The check uses the schedule $\lambda=2\pi\tau-\sin2\pi\tau$ with $\tau=t/T$, which starts and ends at zero rate. With this schedule and $T=500$ atomic units, the computed mean displacement is $1.00000\,a$. No other schedule or cycle time was run.

The integer requires an open gap and slow driving. The agreement at intermediate points requires, in addition, that the augmentation reproduce $e^{-ibx}$ within each region at least to first order in $b$, that is, both $q_s$ and $d_s$. Here one partial wave per site suffices because of the restricted tails. Within this non-interacting model, the numerical check confirms that the gap is open, that one slow cycle moves the packet by one period, and that dropping the dipole or the whole augmentation shifts the centres at the sampled points. Both shifts change sign during the cycle, as the table shows, so they vanish at isolated values of $\lambda$. It does not examine fast driving or a closed gap.

## Numbers as computed

```
period a = 8.0 bohr, radius r_c = 1.0 bohr
smooth support half-width = 3.0 bohr
t0, delta0, Delta0 = 0.10, 0.05, 0.10 hartree
site A: alpha = 0.5, beta = 1.5 (no unit)
site A: raw norm integral = 3.64555 bohr
site A: augmentation charge q = 0.38281 electrons
site A: augmentation dipole d = 0.14480 electron bohr
site B: alpha = -0.5, beta = -1.5 (no unit)
site B: raw norm integral = 1.59327 bohr
site B: augmentation charge q = -0.41219 electrons
site B: augmentation dipole d = -0.19221 electron bohr
neighbour overlap s = 0.02692 (no unit)
smallest gap on the loop = 0.20000 hartree
lowest band energy on the loop = -0.21339 hartree
k points = 400, loop steps = 64
largest PAW minus AE link element = 2.2e-16 (no unit)
centres in bohr: lambda/2pi, PAW, AE chain, monopole, none
0.000 1.97699 1.97699 2.00000 2.76717
0.125 3.02395 3.02395 3.12601 3.54920
0.250 3.86861 3.86861 4.00000 4.00000
0.375 4.77192 4.77192 4.87399 4.45080
0.500 5.97699 5.97699 6.00000 5.23283
0.625 7.18199 7.18198 7.12602 6.47646
0.750 8.08523 8.08523 8.00000 8.00000
0.875 8.92996 8.92996 8.87398 9.52354
1.000 9.97699 9.97699 10.00000 10.76717
lambda/2pi, mean w_A, w_B, dipole shift (bohr), P change (e)
0.000 0.48534 0.48534 -0.02301 -0.00000
0.125 0.25164 0.72057 -0.10206 -0.13087
0.250 0.16539 0.80814 -0.13139 -0.23645
0.375 0.25164 0.72057 -0.10206 -0.34937
0.500 0.48534 0.48534 -0.02301 -0.50000
0.625 0.72057 0.25164 0.05597 -0.65063
0.750 0.80814 0.16539 0.08523 -0.76353
0.875 0.72057 0.25164 0.05597 -0.86912
1.000 0.48534 0.48534 -0.02301 -1.00000
largest PAW minus AE chain centre = 5.9e-06 bohr
largest centre error, monopole only = 0.13139 bohr
largest centre error, no augmentation = 0.80772 bohr
windings at lambda/2pi = 1/8, 3/8, 5/8, 7/8: 0 1 1 0
electrons pumped, PAW = 1.000000
electrons pumped, no augmentation = 1.000000
electrons pumped, loop shifted by 0.08 hartree = 0.000000
chain: 80 cells, cycle time 500 a.u., 250 steps
packet displacement / a = 1.00000 (no unit)
pumped charge = -1.000000 e
pumped charge = -1.60218e-19 C
```
